# Reciprocity between channelling into a lattice site and blocking from it

## 1. What symmetry fixes

In a static potential without velocity-dependent forces, every trajectory can be run backwards. A path that starts at the site $\mathbf r_s$ and leaves the crystal along the unit vector $\mathbf n$ is, reversed, a path by which a beam travelling along $-\mathbf n$ reaches the site. Two dimensionless quantities count these paths:

- $Y(\mathbf n)$, the emission per solid angle outside, divided by its isotropic value;
- $\rho_{-\mathbf n}(\mathbf r_s)/\rho_0$, the density at the site made by a uniform beam along $-\mathbf n$, divided by the beam density outside.

The first compares solid angles at the site and outside; the second depends on how the cross-section of the beam changes. Phase-space conservation links the two through $p^2\,dA\,d\Omega$, so the weights can differ by a power of the momentum ratio:
$$Y(\mathbf n)=\left(\frac{p_\infty}{p_s}\right)^{\nu}\frac{\rho_{-\mathbf n}(\mathbf r_s)}{\rho_0}.$$
Here $p_s$ and $p_\infty$ are the momenta at the site and outside. To find $\nu$, average over all $\mathbf n$. If all emitted particles escape, the mean of $Y$ is one. Beams from all directions fill the energy shell at the site evenly, with density proportional to $\int d^3p\,\delta(E-p^2/2m-V)\propto p$. The mean density ratio is therefore $p_s/p_\infty$, and $\nu=1$.

Assumptions: motion is elastic, $V$ vanishes outside, and the source is isotropic, or at least smooth across the angular structure of interest. The atom that emits or is struck is left out of $V$; its close collision is the source or the detector. Both directions of travel use the same energy, the same surface and the same arrangement of atoms.

## 2. Classical derivation

Let $f(\mathbf r,\mathbf p)$ be the phase-space density of the beam. Outside, $f=\rho_0\,\delta^3(\mathbf p-\mathbf p_b)$, with $|\mathbf p_b|=p_\infty$. Liouville's theorem keeps $f$ constant along a trajectory. If $\mathbf P_{\rm in}(\mathbf r_s,\mathbf p)$ is the momentum that a particle now at $(\mathbf r_s,\mathbf p)$ had before it entered, then
$$\frac{\rho(\mathbf r_s)}{\rho_0}=\int d^3p\;\delta^3\!\big(\mathbf P_{\rm in}(\mathbf r_s,\mathbf p)-\mathbf p_b\big).$$

At the site, $E=p^2/2m+V(\mathbf r_s)$ gives $dE=p\,dp/m$, so
$$d^3p=p^2dp\,d\Omega_s=m\,p\,dE\,d\Omega_s .$$
Outside, the delta function splits into a radial and an angular part. With $E=P^2/2m$,
$$\delta^3(\mathbf P-\mathbf p_b)=\frac{\delta(P-p_\infty)}{p_\infty^2}\,\delta^2(\mathbf N_{\rm in}-\mathbf n_b)
=\frac{\delta(E-E_b)}{m\,p_\infty}\,\delta^2(\mathbf N_{\rm in}-\mathbf n_b),$$
because $\delta(P-p_\infty)=(p_\infty/m)\,\delta(E-E_b)$. The energy integral leaves
$$\frac{\rho(\mathbf r_s)}{\rho_0}=\frac{p_s}{p_\infty}\int d\Omega_s\,\delta^2\big(\mathbf N_{\rm in}(\Omega_s)-\mathbf n_b\big).$$

An isotropic source has probability $d\Omega_s/4\pi$. Multiplying the outgoing distribution by $4\pi$ gives
$$Y(\mathbf n)=\int d\Omega_s\,\delta^2\big(\mathbf N_{\rm out}(\Omega_s)-\mathbf n\big).$$
Time reversal states that $\mathbf N_{\rm out}(\Omega_s)=-\mathbf N_{\rm in}(-\Omega_s)$. Changing the integration variable from $\Omega_s$ to $-\Omega_s$, and setting $\mathbf n_b=-\mathbf n$, makes the two integrals equal:
$$\boxed{Y(\mathbf n)=\frac{p_\infty}{p_s}\,\frac{\rho_{-\mathbf n}(\mathbf r_s)}{\rho_0}}$$

For a single path, $Y=d\Omega_s/d\Omega_{\rm out}$. Steady flow through a narrow tube, $\rho_0p_\infty dA_{\rm in}=\rho\,p_s\,dA_s$, gives $\rho/\rho_0=(p_\infty/p_s)\,dA_{\rm in}/dA_s$. Hence
$$\frac{d\Omega_s}{d\Omega_{\rm out}}=\left(\frac{p_\infty}{p_s}\right)^2\frac{dA_{\rm in}}{dA_s}.$$

This was tested with $m=E=1$ and two hills $0.5\,e^{-|\mathbf r-\mathbf c|^2/0.64}$ centred at $(1.5,0.6,0.2)$ and $(-0.3,-0.5,0.3)$. The path starts at the origin along $(1,0.1,0.05)$. Displaced beam trajectories give $\rho/\rho_0=0.38685$, and $p_\infty/p_s=1.1651$. The product is $0.45072$, equal to the emission ratio found separately from displaced starting directions.

The conditions matter. With a magnetic field $B_z=0.4\,e^{-(x^2+y^2)/4}$ and unit charge, the reversed particle returns to the site if the field is reversed too, but misses it by $1.15$ length units if the field is kept. With the field off and a drag force $-0.15\,e^{-r^2/4}\mathbf v$, it misses by $0.37$.

## 3. Wave derivation

Let $G$ be the outgoing Green function,
$$\left(E+\frac{\hbar^2}{2m}\nabla^2-V\right)G(\mathbf r,\mathbf a)=\delta^3(\mathbf r-\mathbf a).$$
Multiply this equation by $G(\mathbf r,\mathbf b)$, subtract the same expression with $\mathbf a$ and $\mathbf b$ exchanged, and integrate over $\mathbf r$. The terms in $E$ and $V$ cancel, and Green's theorem gives
$$\frac{\hbar^2}{2m}\oint\big(G_b\nabla G_a-G_a\nabla G_b\big)\cdot d\mathbf S=G(\mathbf a,\mathbf b)-G(\mathbf b,\mathbf a).$$
On a distant sphere both functions are outgoing, with radial derivative $ikG$ to leading order. The surface term vanishes, so $G(\mathbf a,\mathbf b)=G(\mathbf b,\mathbf a)$.

Now place a source at $R\mathbf n$, with $R\to\infty$. Since $|\mathbf r-R\mathbf n|\simeq R-\mathbf n\cdot\mathbf r$, its free wave near the crystal is
$$-\frac{m}{2\pi\hbar^2}\frac{e^{ikR}}{R}\,e^{-ik\mathbf n\cdot\mathbf r},$$
a plane wave along $-\mathbf n$. The potential turns this plane wave into the scattering state $\psi^+_{-k\mathbf n}$. By the symmetry of $G$,
$$G(R\mathbf n,\mathbf r_s)=G(\mathbf r_s,R\mathbf n)\to-\frac{m}{2\pi\hbar^2}\frac{e^{ikR}}{R}\,\psi^+_{-k\mathbf n}(\mathbf r_s).$$
In free space $|\psi|=1$. For a point source of fixed amplitude,
$$\boxed{\frac{I(\mathbf n)}{I_{\rm free}}=\big|\psi^+_{-k\mathbf n}(\mathbf r_s)\big|^2}$$

No momentum factor appears because the normalization differs: a source of fixed amplitude does not emit at a fixed rate. For real $V$, expansion in scattering states gives
$$-\operatorname{Im}G(\mathbf r_s,\mathbf r_s)=\pi\int\frac{d^3q}{(2\pi)^3}|\psi_{\mathbf q}(\mathbf r_s)|^2\,\delta(E-E_q),$$
so the directional mean of $|\psi|^2$ is the local density of states relative to free space. Classically that is $p_s/p_\infty$. Dividing by it to normalize per emitted particle restores the factor $p_\infty/p_s$.

The proof of symmetry never used the reality of $V$. Local absorption therefore preserves the wave relation although it breaks time reversal, while the sum rule is lost. Both statements were tested with $\hbar^2/2m=1$, $k=3$, a source $1.2$ from the centre and $V=4e^{-r^2}$ or $(4-2i)e^{-r^2}$. Emission amplitudes from the source equation and separately integrated scattering waves differ by at most $6\times10^{-6}$, for amplitudes of order one. The mean of $|\psi|^2$ and the local density of states are both $0.9485$ for real $V$, but $0.763$ and $0.942$ with absorption.

## 4. Small angles and thermal motion

Near a crystal axis, use the transverse position $\mathbf x$ and the slope $\boldsymbol\theta$. Between atomic layers a distance $\ell$ apart the particle drifts, and at a layer it is kicked:
$$\mathbf x\to\mathbf x+\ell\boldsymbol\theta,\qquad \boldsymbol\theta\to\boldsymbol\theta-\frac{\nabla\Phi(\mathbf x)}{2E},\qquad \Phi=\int V_{\rm atom}\,dz .$$
The kick follows from the transverse impulse $-\nabla\Phi/v$ divided by $p$, with $pv=2E$. Each operation changes one variable by a function of the other, so its Jacobian is one. The argument of Section 2 applies with $d^2\theta$ in place of $d\Omega$. The small change of $p$ is neglected here, so the momentum factor is one.

Reciprocity holds for each frozen arrangement of atoms. It survives the thermal average if displacements have the same distribution in both directions of travel and the lattice is effectively frozen during one passage.

## 5. The dip in the continuum model

Average the atoms of a string, taken at rest and spaced by $d$, into a potential $U(r)$. Thermal motion then enters only through the displacement of the site. For a proton and atomic number $Z$, with $e^2$ standing for $e^2/4\pi\varepsilon_0$ and Molière screening,
$$U(r)=\frac{2Ze^2}{d}\sum_i\alpha_i\left[K_0\!\left(\frac{\beta_i r}{a}\right)-K_0\!\left(\frac{\beta_i r_0}{a}\right)\right],$$
where $\alpha=(0.10,0.55,0.35)$, $\beta=(6.0,1.2,0.3)$ and $a$ is the screening length. The cell of one string is a circle with $\pi r_0^2=1/(Nd)$, $N$ being the atomic density. The transverse energy $E_\perp=E\psi^2+U(r)$ is conserved; $\psi$ is the angle to the axis outside. Define $r_{\min}$ by $U(r_{\min})=E_\perp$.

**Incidence.** The entry radius has weight $2r\,dr/r_0^2$. In two dimensions $\int d^2p\,\delta(E_\perp-p^2/2m-U)$ is constant wherever $U<E_\perp$. Statistical equilibrium thus spreads the particle evenly over the area $\pi(r_0^2-r_{\min}^2)$, with density $1/(1-r_{\min}^2/r_0^2)$ relative to the cell average. The site is reached if its displacement $r_s$ exceeds $r_{\min}$:
$$\chi(\psi)=\int_0^{r_0}\frac{2r\,dr}{r_0^2}\,\frac{P(r_s>r_{\min})}{1-r_{\min}^2/r_0^2},\qquad U(r_{\min})=E\psi^2+U(r).$$

**Emission.** An initial slope $\varphi$ gives $E_\perp=E\varphi^2+U(r_s)$. Isotropy makes $\pi\,d(\varphi^2)=\pi\,dE_\perp/E$ uniform for $E_\perp>U(r_s)$, that is, for $r_s>r_{\min}$. The exit position is spread over the accessible area, and at fixed exit radius $r$ we have $dE_\perp=E\,d(\psi^2)$. Dividing by the isotropic $\pi\,d(\psi^2)$ gives the same integral.

For Gaussian displacements of rms value $u_1$ per component, cut off at $r_0$ and with $w=2u_1^2$,
$$P(r_s>r_{\min})=\frac{e^{-r_{\min}^2/w}-e^{-r_0^2/w}}{1-e^{-r_0^2/w}} .$$

**On the axis.** At $\psi=0$, $r_{\min}=r$. With $x=r^2/r_0^2$ and $\epsilon=w/r_0^2\ll1$, dropping the exponentially small cut-off terms and expanding $1/(1-x)$,
$$\chi(0)\simeq\int_0^\infty dx\,e^{-x/\epsilon}(1+x+\dots)=\epsilon+\epsilon^2+\dots,\qquad \epsilon=\frac{2u_1^2}{r_0^2}.$$

**Half-angle.** Ignore the entry potential and the area factor. Then $\chi\simeq e^{-r_{\min}^2/w}=\tfrac12$ at $r_{\min}=r_{\rm med}=u_1\sqrt{2\ln2}$, and
$$\psi_{1/2}\simeq\sqrt{U(r_{\rm med})/E}.$$
Both neglected effects raise $\chi$ at given $\psi$, so the full integral reaches one half at a smaller angle. At fixed crystal parameters a small energy change gives $\delta\psi_{1/2}/\psi_{1/2}=-\delta E/2E$.

**Other sites.** For an emitter at $r_s=r_0$, $P=1$ and the integrand is at least the entry weight. Hence $\chi\ge1$: the model gives a peak instead of a dip. Its height on the axis is not finite: at $\psi=0$, $r_{\min}=r$ and the integral becomes $\int_0^1dx/(1-x)$, which diverges logarithmically. The idealized model therefore cannot predict the peak height there. For emitters spread uniformly over the cell, $P=1-r_{\min}^2/r_0^2$ and $\chi=1$. If a fraction $f$ of implanted atoms sits on string sites and the rest is uniformly spread, the yield is $f\chi+1-f$. This assignment needs the impurity's own displacement distribution in $P$.

## 6. Protons of 2 MeV along ⟨110⟩ in gold

The rough inputs are a lattice constant of 0.408 nm and a Debye temperature of 170 K. They give $d=0.2885$ nm, $r_0=0.1369$ nm and $u_1=0.0088$ nm at 300 K; $a=0.0109$ nm. The energy scale is $2Ze^2/d=789$ eV, and the characteristic angle is
$$\psi_1=\sqrt{\frac{789\ \text{eV}}{2\times10^6\ \text{eV}}}=0.0199\ \text{rad}=1.14^\circ .$$

On the axis, $\epsilon=2(0.0088)^2/(0.1369)^2=0.0083$, and the full integral also gives $0.0083$. The median-displacement estimate of the half-angle is $0.94^\circ$; the full integral gives $0.91^\circ$. Sampling two million emitted particles, with sites and exit positions drawn from the equilibrium distributions, reproduces the bin-averaged integral to $0.003$ in yield. This tests the integral, not the equilibrium assumption.

Reciprocity itself was tested without that assumption. Two simulations used the kicks of Section 4, with fresh thermal displacements at each layer: one sent in a beam and scored its density at lattice sites, the other emitted particles from such sites and recorded exit angles. Each used 160,000 particles and averaged over depths of 21.6–43.3 nm. Selected bins, with one standard error, are:

| Angle (deg) | Incidence | Emission | Continuum |
|---|---|---|---|
| 0.00–0.25 | 0.024 ± 0.002 | 0.022 ± 0.002 | 0.009 |
| 0.75–1.00 | 0.579 ± 0.011 | 0.592 ± 0.014 | 0.448 |
| 1.25–1.50 | 0.981 ± 0.015 | 0.994 ± 0.018 | 0.921 |

Over all ten bins, the squared differences between incidence and emission, divided by their combined variances, sum to $7.4$. The same measure for emission against a flat yield exceeds $10^5$. The half-angles are $0.83^\circ$ and $0.82^\circ$.

The continuum model is less accurate than reciprocity. Its half-angle, read from the same bins, is $0.92^\circ$, so the simulated dips are about 10% narrower, and their central yield is more than twice the continuum value. The two differences have different causes. The narrowing comes mainly from treating the string atoms as at rest: averaging $U$ over their thermal displacements weakens it near the axis and lowers the binned continuum half-angle to about $0.84^\circ$ (a value not listed in the output; without binning the averaged curve crosses one half at $0.87^\circ$, against $0.91^\circ$ for atoms at rest, so reading a steep edge from $0.25^\circ$ bins can itself shift a half-angle by about $0.03^\circ$). The higher central yield comes mainly from scattering by individual displaced atoms, which changes $E_\perp$: if every kick is replaced by its thermal average, the simulated central yield falls to about $0.012$, near the continuum value. The central yield also changes with depth, from about $0.015$ in the first half of the depth range to about $0.03$ in the second, so the factor of two holds only for the average over this range.

No shoulder above one is resolved. The sum rule does not require a visible one: a disc of radius $0.0159$ rad covers only $\pi(0.0159)^2/4\pi\approx6\times10^{-5}$ of the sphere, and its deficit is spread thinly over a much wider cone. In the kick model about half of it is returned between $2.5^\circ$ and $8^\circ$, as an excess of only 0.5–2%, comparable with the errors of the bins.

## 7. Use and limits in real crystals

To compute a blocking pattern, run a beam along $-\mathbf n$ at the energy of the **outgoing** particle, let it enter through the exit surface, and score its density at the site before the site's own atom acts. Multiply by $p_\infty/p_s$ where that factor matters. The string potential of Section 5 would give a deviation from one of $U(u_1)/2E\approx1.6\times10^{-4}$ at $r=u_1$; this is the value in the output. That potential includes the averaged site atom. With this atom left out, as Section 1 requires, the deviation is much smaller, because the nearest other atoms are many screening lengths away.

In real crystals the equal-energy condition holds only approximately. A proton scattered through 180° by gold loses 2.0% of its energy, which widens the outgoing dip by 1.0% relative to the incoming one. A rough Bethe estimate of electronic stopping, 95 eV/nm, gives a loss of 4.1 keV, or 0.21%, over 43 nm and shifts the angle by about 0.1%. At 1000 nm the same stopping would give 95 keV and a shift of about 2.4%, before multiple scattering is counted.

For electrons initially at rest, an energy transfer $T$ carries momentum squared $2m_eT$, so the mean transverse gain is at most $(m_e/m)T$. Summed over the path this is about 2 eV, against 789 eV. The relativistic correction is of order 0.1%. Counted for free transverse motion, with $U$ ignored, about $1.8\times10^5$ quantum states fit in one cell below 789 eV, which supports the classical treatment of the averaged dip. Heating to 400 K, with lattice constant and Debye temperature held fixed, narrows the continuum half-angle from $0.91^\circ$ to $0.85^\circ$, a 7% change.

Correlated vibrations, surface relaxation, radiation damage, mosaic spread and detector aperture are not included. Angular resolution and mosaic spread smear a measured dip and must be folded into the calculated yield before site fractions are extracted. The numerical output that follows lists the remaining bins and values.

## Table of computed values

```
wave reciprocity error, real V: 5.8e-06
wave reciprocity error, absorbing V: 5.8e-06
range of |psi|^2, real V: 0.251 to 1.161
mean |psi|^2, local states, real V: 0.9485, 0.9485
same two, absorbing V: 0.7633, 0.9416
trajectory p_out/p_site: 1.1651
trajectory beam density ratio: 0.38685
trajectory emission, predicted: 0.45072, 0.45072
return miss, field reversed: 5.8e-11 (model length)
return miss, field kept: 1.146 (model length)
return miss, with drag: 0.372 (model length)
proton energy: 2e+06 eV
gold lattice constant (rough): 0.408 nm
Debye temperature (rough): 170 K
mean excitation energy (rough): 790 eV
string spacing d: 0.2885 nm
cell radius r0: 0.1369 nm
screening length: 0.01092 nm
u1 at 300 K, 400 K: 0.00880, 0.01014 nm
energy scale 2 Z e^2/d: 788.6 eV
characteristic angle psi1: 1.138 deg
continuum chi(0), leading limit: 0.00833, 0.00826
continuum half-angle 300 K, 400 K: 0.912, 0.849 deg
half-angle from median displacement: 0.940 deg
continuum sampling, largest difference: 0.0028
simulated particles per direction of travel: 160000
depth range: 21.6 to 43.3 nm
angle bin (deg): incidence +- error; emission +- error; continuum
0.00-0.25: 0.024 +- 0.002; 0.022 +- 0.002; 0.009
0.25-0.50: 0.033 +- 0.003; 0.032 +- 0.002; 0.017
0.50-0.75: 0.153 +- 0.005; 0.159 +- 0.009; 0.112
0.75-1.00: 0.579 +- 0.011; 0.592 +- 0.014; 0.448
1.00-1.25: 0.870 +- 0.017; 0.913 +- 0.017; 0.766
1.25-1.50: 0.981 +- 0.015; 0.994 +- 0.018; 0.921
1.50-1.75: 1.004 +- 0.016; 0.992 +- 0.013; 0.977
1.75-2.00: 0.990 +- 0.010; 0.998 +- 0.013; 0.994
2.00-2.25: 1.009 +- 0.011; 1.014 +- 0.016; 0.999
2.25-2.50: 0.992 +- 0.009; 1.010 +- 0.010; 1.000
chi-square, incidence against emission, 10 bins: 7.4
chi-square, emission against flat yield: 172606
binned half-angle, incidence: 0.829 deg
binned half-angle, emission: 0.822 deg
binned half-angle, continuum: 0.916 deg
simulated/continuum half-angle: 0.901
stopping estimate (Bethe, rough): 95 eV/nm
energy loss over full depth: 4112 eV, 0.21 %
upper transverse gain from electrons: 2.24 eV
recoil energy fraction at 180 deg: 2.02 %
half-angle shift from recoil: 1.01 %
relativistic size E/(2 m c^2): 0.11 %
site momentum factor minus 1, at u1: 1.6e-04
transverse quantum states per cell: 1.78e+05
```
